# When a High-Barrier Insert Suppresses Tunnelling Through a High-Permittivity Film

## What the barrier height alone gets wrong

A high-permittivity film, such as zirconia in a memory capacitor, leaks. A thin layer with a higher conduction-band edge, such as alumina, is put into it. Judged by barrier height alone, the insert must reduce tunnelling. In the model below, with the insert at the centre of the film, it does so when the total thickness is kept: the current at 0.5 V falls to about 5% of its former value. When the capacitance is kept instead, the same insert raises the current about 35 times. Both figures are for 300 K and an 8 nm host; in a warmer or thicker film the second verdict can reverse, as shown near the end.

The barrier is the same in both comparisons. What differs is how much host material was given up to make room for the insert. The insert's effect has three parts: its own opacity, the voltage it takes from the host, and the host removed. Their sum tells when the higher barrier wins.

## Model and conventions

Electrons move along $x$ through flat layers between equal metal electrodes. Layer $i$ has thickness $t_i$, relative permittivity $\varepsilon_i$, effective mass $m_i$ and barrier $\Phi_i$, measured at zero bias from the injecting Fermi level. The host is Z and the insert is A. The energy $E$ of the motion along $x$ is measured from the same Fermi level. The applied voltage is $V$, and $U=eV$ is the total energy drop.

There is no trapped charge, image force or built-in polarization. Tunnelling is coherent, so hopping through traps and conduction along grain boundaries are left out. These can dominate in a real film, and the results concern the tunnelling and thermally assisted parts alone.

**Fields.** Without charge in the film the displacement $D=\varepsilon_0\varepsilon_iF_i$ is the same in every layer. Adding the voltages gives

$$V=\sum_i F_it_i=\frac{D}{\varepsilon_0}S,\qquad S=\sum_i\frac{t_i}{\varepsilon_i},\qquad F_i=\frac{V}{\varepsilon_iS}.$$

The capacitance per area is $D/V=\varepsilon_0/S$. Equal capacitance therefore means equal $S$. The field in the insert is larger than in the host by the factor $r=\varepsilon_Z/\varepsilon_A$.

**Exponent.** Let $w$ be the energy by which the bands have dropped at a given point, running from 0 at the injector to $U$ at the collector. Within a layer the wave equation is $\psi''=\kappa_i^2\psi$ with

$$\kappa_i(w)=\frac{\sqrt{2m_i(\Phi_i-E-w)}}{\hbar}.$$

Where the root would be imaginary the electron propagates, and $\kappa_i$ is set to zero. For slowly varying $\kappa$ the wave decays as $\exp(-\int\kappa\,dx)$. Its square gives the transmission, up to a prefactor:

$$\mathcal T\sim e^{-G},\qquad G=2\int\kappa\,dx.$$

**Change of variable.** Since $dw=eF_i\,dx=U\,dx/(\varepsilon_iS)$, we have $dx=(S\varepsilon_i/U)\,dw$, and

$$G=\frac{2S}{U}\int_0^U\varepsilon\,\kappa\,dw. \tag{1}$$

Here $\varepsilon$ and $\kappa$ belong to whichever layer occupies the drop $w$. Equation (1) shows what matters at fixed capacitance: $S$ is fixed, so layers compete through the product $\varepsilon\kappa$, not through $\kappa$.

For the plain host of thickness $H_0$, $S=H_0/\varepsilon_Z$, and (1) becomes

$$G_0=2H_0\bar\kappa,\qquad \bar\kappa=\frac1U\int_0^U\kappa_Z\,dw. \tag{2}$$

## Splitting the effect of the insert

Let an insert of thickness $a$ sit in a host whose total thickness is now $H$. Then $S=H/\varepsilon_Z+a/\varepsilon_A$, so $S\varepsilon_Z=H+ra$. The insert occupies an interval of $w$ of width $Ua/(\varepsilon_AS)$; angle brackets denote averages over it. In (1), first integrate the host's $\varepsilon_Z\kappa_Z$ over the whole drop, then correct the interval of the insert:

$$G=\frac{2S}{U}\left[\varepsilon_ZU\bar\kappa+\frac{Ua}{\varepsilon_AS}\left(\varepsilon_A\langle\kappa_A\rangle-\varepsilon_Z\langle\kappa_Z\rangle\right)\right]$$

$$\phantom{G}=2(H+ra)\bar\kappa+2a\left(\langle\kappa_A\rangle-r\langle\kappa_Z\rangle\right).$$

Suppose a host thickness $ca$ was removed, so $H=H_0-ca$. Subtracting (2) and grouping the terms gives

$$G-G_0=2a\Big[\underbrace{\langle\kappa_A\rangle}_{\text{own opacity}}+\underbrace{r\left(\bar\kappa-\langle\kappa_Z\rangle\right)}_{\text{voltage redistribution}}-\underbrace{c\,\bar\kappa}_{\text{host removed}}\Big]. \tag{3}$$

A positive value means suppression. No expansion in $a$ was made, so within the WKB exponent (3) holds for any insert thickness. For a thin insert the averages become values at its position $w_0$.

The constant $c$ states the comparison:

- $c=0$: the insert is added to an unchanged host.
- $c=1$: the total thickness is unchanged.
- $c=r$: the capacitance is unchanged, because $a/\varepsilon_A=ra/\varepsilon_Z$.

The thin-insert form of (3) was tested against finite differences in $a$ for all three comparisons, at three positions and two voltages.

## The example

The parameters are round model values, not measured properties of zirconia or alumina. The host has barrier 1.0 eV, permittivity 36 and thickness 8 nm. The insert has barrier 2.5 eV, permittivity 9 and thickness 0.5 nm. Both masses are 0.3 electron masses, and the electrode Fermi energy is 5 eV. Thus $r=4$, and $2a=1$ nm, so the bracket in (3), in nm⁻¹, equals the change of exponent.

Keeping 8 nm in total leaves 7.5 nm of host, and the capacitance falls from 3.98 to 3.36 µF/cm², by 16%. Keeping the capacitance leaves $8-4\times0.5=6$ nm of host, 6.5 nm in all.

Take a central insert at 0.5 V and an electron at the Fermi level, $E=0$. At the centre $w_0=0.25$ eV, where $\kappa_Z=2.430$ and $\kappa_A=4.209$ nm⁻¹. The plain host has $G_0=38.70$, so $\bar\kappa=38.70/16=2.419$ nm⁻¹.

### First contribution: own opacity

The insert adds $2a\kappa_A=4.21$ to the exponent. This is the part that the barrier argument sees, and it is positive wherever the insert's band edge lies above the electron's energy.

### Second contribution: voltage redistribution

The insert takes a share of the voltage out of proportion to its thickness, so the drop is distributed differently over the host. Here this contributes

$$4\times(2.419-2.430)=-0.04.$$

It nearly vanishes because the value of $\kappa_Z$ at the centre is close to its average. This is a property of the central position: at the same 0.5 V the term is about $-1.25$ for an insert at the injecting side and $+1.33$ at the collecting side. It is small for every position only when $U\ll\Phi_Z-E$, so that $\kappa_Z$ hardly varies across the film.

### Third contribution: host removed

Each removed nanometre of host costs $2\bar\kappa$ in the exponent. At equal thickness the cost is 2.42. At equal capacitance it is four times that, 9.68.

### Weighing them

$$\text{equal thickness:}\quad 4.21-0.04-2.42=+1.75,$$
$$\text{equal capacitance:}\quad 4.21-0.04-9.68=-5.51.$$

The exponent alone predicts transmission ratios of $e^{-1.75}=0.174$ and $e^{5.51}=247$. Solving the Schrödinger equation through the full profile gives 0.150 and 213.

The difference comes from the abrupt interfaces. Let a wave decaying as $e^{-\kappa_Zx}$ meet the insert, with a returning part of amplitude $B$ and a transmitted part of amplitude $C$. For equal masses, continuity of $\psi$ and $\psi'$ gives $1+B=C$ and $\kappa_Z(1-B)=\kappa_AC$. Eliminating $B$ yields $C=2\kappa_Z/(\kappa_Z+\kappa_A)$. The exit interface gives the same expression with Z and A exchanged. If multiple passes through the insert are neglected, the transmission acquires the factor

$$P=\left[\frac{4\kappa_Z\kappa_A}{(\kappa_Z+\kappa_A)^2}\right]^2=0.928^2=0.86. \tag{4}$$

Then $0.174\times0.86=0.150$ and $247\times0.86=212$, in agreement with the full solution.

## Is the barrier really the cause?

At equal thickness the two changed properties can be separated. If the insert had the host's permittivity, then $r=1$, and (3) would give for a thin insert

$$G-G_0=2a(\kappa_A-\kappa_Z)=4.209-2.430=1.78.$$

If it had the host's barrier and mass but kept its low permittivity, then $\kappa_A=\kappa_Z$, and

$$G-G_0=2a(r-1)(\bar\kappa-\kappa_Z)=3\times(-0.011)=-0.03.$$

The Schrödinger solution gives transmission ratios of 0.146 for the barrier-only change and 1.032 for the permittivity-only change. For electrons at the Fermi level, at 0.5 V, equal thickness and with a central insert, the suppression is therefore due to the barrier, and the lower permittivity hardly affects their transmission.

Near the host band edge the permittivity matters more, because $\kappa_Z$ then varies strongly across the film. At $E=0.82$ eV the permittivity-only change lowers the transmission to 0.44 of its former value. The barrier-only change lowers it to about 0.002, but this value depends sharply on energy: at 0.90 eV it is 0.12. Summed over energies with the weights of (7) below, the barrier-only change lowers the total current to about 0.09 and the permittivity-only change to about 0.76, against 0.05 for both together. The barrier remains the main cause, but not the only one.

This separation does not carry over to equal capacitance. There the low permittivity decides how much host must be removed, and for electrons at the Fermi level in this example that is the largest of the three terms.

## Equal capacitance: how close must the host edge be?

With $c=r$, the terms in $\bar\kappa$ cancel in (3). Judged by the exponent alone, a thin insert helps if

$$\kappa_A(w_0)>r\,\kappa_Z(w_0). \tag{5}$$

Let $\delta=\Phi_Z-E-w_0$ be the height of the host band edge above the electron's energy at the insert, and $\Delta=\Phi_A-\Phi_Z$ the band offset. For $\delta>0$, both sides of (5) are positive and may be squared:

$$m_A(\delta+\Delta)>r^2m_Z\delta
\quad\Longrightarrow\quad
\delta<\delta^*=\frac{m_A\Delta}{r^2m_Z-m_A}, \tag{6}$$

provided $r^2m_Z>m_A$. If instead $r^2m_Z\le m_A$, the inequality holds for every positive $\delta$. For $-\Delta<\delta\le0$ the host no longer blocks the electron locally but the insert does, so (5) holds. For $\delta\le-\Delta$ neither blocks it, and the insert brings no gain in the exponent.

In the example $\delta^*=1.5/(16-1)=0.10$ eV. A barrier 1.5 eV higher thus pays for its low permittivity only where the host edge is within a tenth of an electronvolt of the electron's energy, or below it. The larger barrier helps there because the host it replaces was doing little.

There are two ways to reach this condition.

**By voltage.** For an electron at the Fermi level and a central insert, $w_0=U/2$. Condition (6) requires $1.0-U/2<0.10$, or $V>1.8$ V. Averaging over the finite insert moves the crossover of the exponent to 1.73 V. The Schrödinger ratios at equal capacitance follow this change: 213 at 0.5 V, 17 at 1.2 V and 0.10 at 2.4 V. This route is of little practical use here: the field in the insert is 9 MV/cm at 1.8 V and 12 MV/cm at 2.4 V, around or beyond the breakdown field of thin alumina films.

**By energy.** At 0.5 V, $w_0=0.25$ eV and the insert begins to suppress tunnelling at $E=1.0-0.25-0.10=0.65$ eV. The finite-insert exponent also gives 0.65 eV, while the Schrödinger solution crosses at 0.59 eV. Most of this shift is the interface factor (4), which is smaller here because $\kappa_Z$ and $\kappa_A$ differ more. Setting $2a(\kappa_A-r\kappa_Z)-\ln P=0$ with local values moves the estimated crossover to about 0.60 eV.

## Position: the second contribution grows

Away from the centre the voltage redistribution is not small, and it grows with bias. Since $\kappa_Z$ does not increase with $w$, its average over an interval at the injecting side is at least $\bar\kappa$, and at the collecting side at most $\bar\kappa$. The second term of (3) is therefore harmful or neutral in the first place and helpful or neutral in the second.

Take equal thickness at 1.2 V and $E=0$. The plain host has $G_0=24.94$, so $\bar\kappa=24.94/16=1.559$ nm⁻¹. In units of host thickness, the insert counts as $ra=2$ nm beside 7.5 nm of host. It takes the fraction $2/9.5$ of the drop, 0.253 eV.

At the injecting side it occupies $0<w<0.253$ eV. With energies in eV and $\kappa_Z=2.806\sqrt{1-w}$ nm⁻¹,

$$\langle\kappa_Z\rangle=2.806\times\frac{2}{3}\times\frac{1-0.747^{3/2}}{0.253}=2.62\ \text{nm}^{-1}.$$

The redistribution term $r(\bar\kappa-\langle\kappa_Z\rangle)$, evaluated before rounding, is then $-4.25$. The same integrals for the other positions give:

| Insert | Opacity | Redistribution | Host removed | Sum |
|---|---|---|---|---|
| Injecting side | 4.32 | −4.25 | −1.56 | −1.48 |
| Centre | 3.87 | −0.83 | −1.56 | +1.48 |
| Collecting side | 3.35 | +5.88 | −1.56 | +7.67 |

The sums are rounded after addition. At the injecting side the insert drops the bands early, so the electron meets a lowered host barrier behind it. This almost cancels the insert's opacity, and with the removed host included the transmission rises, although the thickness is unchanged and the barrier is higher.

The Schrödinger ratios are 4.7, 0.19 and 0.0016, which confirms the signs and the order. For the collecting side the exponent alone gives 0.0005, so the exponent alone is off by a factor of about 3.5 there.

Reversing the voltage exchanges the two sides. For the energy and voltage of the table, the best of the three positions for one polarity is then the worst for the other. A central insert is symmetric, and in this example it suppresses tunnelling at equal thickness for both polarities.

## From one energy to the current

A capacitor passes electrons of many energies, and at equal capacitance the insert's effect changes sign with energy. The verdict on the current therefore needs their weights.

The current from the injector is the sum over its states of charge, velocity, occupation and transmission:

$$J_\rightarrow=2e\int\frac{d^3k}{(2\pi)^3}\,v_x\,f\,\mathcal T(E).$$

The factor 2 counts spin. The electrons in the electrodes are given the free-electron mass $m_e$. Along $x$, $v_x\,dk_x=dE/\hbar$. In the plane, $d^2k_\parallel=(2\pi m_e/\hbar^2)\,dE_\parallel$, and the Fermi function integrates to

$$\int_0^\infty\frac{dE_\parallel}{1+e^{(E+E_\parallel)/k_BT}}=k_BT\ln\left(1+e^{-E/k_BT}\right).$$

The collector's Fermi level is lower by $U$. Subtracting its reverse current, with the same transmission, gives

$$J=\frac{em_ek_BT}{2\pi^2\hbar^3}\int\mathcal T(E)\,\ln\frac{1+e^{-E/k_BT}}{1+e^{-(E+U)/k_BT}}\,dE. \tag{7}$$

This takes $\mathcal T$ to depend on $E$ alone, which neglects the effect of in-plane motion when the masses differ between layers.

### Which electrons carry the current of the plain host?

For $E$ well above the Fermi level the supply falls as $e^{-E/k_BT}$, while the transmission rises. Let $b=\Phi_Z-E$ be the remaining barrier at the injector. For $0<b<U$ it is a triangle, and (2) gives

$$G=\frac{4H_0\beta}{3U}b^{3/2},\qquad \beta=\frac{\sqrt{2m_Z}}{\hbar}.$$

The integrand is largest where $E/k_BT+G$ is stationary. Since $db/dE=-1$,

$$\frac1{k_BT}-\frac{2H_0\beta}{U}\sqrt b=0
\quad\Longrightarrow\quad
\sqrt b=\frac{U}{2H_0\beta k_BT}. \tag{8}$$

At 300 K, $k_BT=0.02585$ eV. With $\beta=2.806$ nm⁻¹ eV$^{-1/2}$ and $U=0.5$ eV this gives $\sqrt b=0.431$ eV$^{1/2}$, $b=0.19$ eV and $E=0.81$ eV. The computed maximum is at 0.82 eV. The plain host thus leaks mainly by thermally assisted tunnelling near its band edge: electrons above 0.75 eV carry 51% of the current and those below 0.3 eV carry 15%.

### What the insert does to each group

The currents at 0.5 V relative to the plain host are:

| Comparison | Below 0.3 eV | Above 0.75 eV | Total |
|---|---|---|---|
| Equal thickness | 0.15 | 0.041 | 0.051 |
| Equal capacitance | 238 | 0.026 | 35.5 |

At equal thickness both groups are suppressed, and the current falls from $2.2\times10^{-8}$ to $1.1\times10^{-9}$ A/cm².

At equal capacitance the insert cuts the band-edge group nearly forty-fold. Condition (6) gives the direction of this change for most energies above the crossover, but not its size. In a narrow range near 1.0 eV, interference makes the film with the insert transmit more than the plain host. The low-energy group, however, grows by a factor of 238. Its former share of 0.148 becomes $0.148\times238=35$ times the old total current. The total rises to $7.9\times10^{-7}$ A/cm², and the largest contribution moves from 0.82 eV to just below the Fermi level. The insert has stopped the electrons that used to dominate and opened the film to others.

### The limit in which the insert wins at equal capacitance

The low-energy group decides the outcome, so the insert can win if that group is negligible. With its growth factor of 238, its initial share would have to be below about $1/238$, or 0.4%.

A thicker host leads there. At fixed voltage the Fermi-level transmission falls as $e^{-2H_0\bar\kappa}$. By (8), $b\propto1/H_0^2$, so the dominant energy moves up to the host band edge, where the current tends to the thermal limit $\propto e^{-\Phi_Z/k_BT}$ and no longer falls exponentially with thickness. Removing host then costs little, while a central insert is still a barrier to these electrons if $U<2\Delta$. In this limit the higher barrier lowers the current even at equal capacitance. At finite thickness the gain varies and can be modest: at 300 K and 0.5 V the insert lowers the current to about 0.1 of its former value for a 10 nm host, but only to about 0.6 for a 16 nm host, and to between about 0.4 and 0.7 at thicknesses sampled from 14 to 40 nm. These thick-film values depend on narrow resonances in the host in front of the insert, and hence on the assumed coherence.

Heating acts in the same direction. From 300 to 358 K the factor $e^{-E/k_BT}$ at 0.82 eV grows about 170 times, while the low-energy group grows far less, so its share becomes very small. In the 8 nm example at 0.5 V and equal capacitance, the insert then lowers the current to about 0.4 of its former value instead of raising it. A comparison of films should therefore be made at the operating temperature.

## Where the result stops

Equation (3) needs decay constants that vary slowly within each layer. It fails in detail when the electron's energy lies close to a band edge, and there the full wave solution is needed. An insert of 0.5 nm is only a few atomic spacings thick, so giving it a sharp bulk-like band edge is itself a model assumption. Trapped charge would change the fields and hence the map from $x$ to $w$. Traps in the host would supply paths that (7) does not contain, so the computed currents are not estimates of a real film's leakage.

The numerical output lists the inputs, exponents, transmission ratios and currents for the 8 nm host at 300 K; the separate terms of (3) follow from them as shown above.

## Numbers as computed

```
Inputs: host barrier 1.0 eV, permittivity 36, mass 0.3 m_e
Inputs: insert barrier 2.5 eV, permittivity 9, mass 0.3 m_e
Electrode Fermi energy 5.0 eV; temperature 300 K; kT 0.02585 eV
Permittivity ratio r = 4.0; threshold delta = 0.100 eV
plain: thickness 8.0 nm, mean permittivity 36.00, capacitance 3.984 uF/cm^2
equal thickness: thickness 8.0 nm, mean permittivity 30.32, capacitance 3.355 uF/cm^2
equal capacitance: thickness 6.5 nm, mean permittivity 29.25, capacitance 3.984 uF/cm^2
Decay constants at zero drop: host 2.806, insert 4.437 1/nm
Decay constants at 0.25 eV drop: host 2.430, insert 4.209 1/nm
Plain host at 0.5 V: G = 38.70, transmission 5.20e-17
Plain host at 1.2 V: G = 24.94, transmission 1.04e-11
Plain host at 2.4 V: G = 12.47, transmission 5.98e-06
Insert relative to plain host, electron at the Fermi level:
  equal thickness, centre, 0.5 V: G change +1.75, WKB ratio 0.174, Schroedinger ratio 0.15
  equal thickness, centre, 1.2 V: G change +1.48, WKB ratio 0.229, Schroedinger ratio 0.186
  equal thickness, injecting side, 1.2 V: G change -1.48, WKB ratio 4.41, Schroedinger ratio 4.65
  equal thickness, collecting side, 1.2 V: G change +7.67, WKB ratio 0.000467, Schroedinger ratio 0.00162
  equal capacitance, centre, 0.5 V: G change -5.51, WKB ratio 247, Schroedinger ratio 213
  equal capacitance, centre, 1.2 V: G change -3.19, WKB ratio 24.3, Schroedinger ratio 16.6
  equal capacitance, centre, 2.4 V: G change +2.80, WKB ratio 0.0609, Schroedinger ratio 0.101
Equal thickness, 0.5 V, only barrier changed: ratio 0.146
Equal thickness, 0.5 V, only permittivity changed: ratio 1.032
Equal capacitance, Fermi level: WKB crossover voltage 1.73 V
Equal capacitance, 0.5 V: crossover energy thin-insert 0.650 eV, WKB 0.646 eV, Schroedinger 0.594 eV
Current at 0.5 V, plain: total 2.219e-08, below 0.3 eV 3.284e-09, above 0.75 eV 1.133e-08 A/cm^2
  energy of largest contribution: 0.823 eV
Current at 0.5 V, equal thickness: total 1.142e-09, below 0.3 eV 4.892e-10, above 0.75 eV 4.630e-10 A/cm^2
  energy of largest contribution: 0.962 eV
Current at 0.5 V, equal capacitance: total 7.867e-07, below 0.3 eV 7.826e-07, above 0.75 eV 2.953e-10 A/cm^2
  energy of largest contribution: -0.035 eV
Current ratio to plain, equal thickness: total 0.0515, below 0.3 eV 0.149, above 0.75 eV 0.0409
Current ratio to plain, equal capacitance: total 35.5, below 0.3 eV 238, above 0.75 eV 0.0261
```
